# Three-Quarter-Power Field Law for the Top of an Image-Rounded Schottky Barrier

## The barrier and its curvature

A calculation of electron emission from a metal gate into an oxide has to settle whether the top of the barrier may be replaced by an upside-down parabola. If it may, one frequency fixes how strongly waves pass just below the top and reflect just above it, and, in a window of temperature that is high compared with that frequency but low compared with the lowering of the barrier, a simple factor corrects the classical thermal current. If it may not, the wave equation must be solved for the whole barrier, including the metal side. The decision rests on how that frequency compares with the lowering of the barrier, on how both change with field, and on whether waves are also reflected close to the metal.

The metal fills the half-space $x<0$ and the insulator the half-space $x>0$. Hartree atomic units are used in the derivation, so that $\hbar$, the elementary charge and the free-electron mass are one. The electron has charge $-1$ and a constant, isotropic effective mass $m$. Energies are measured from the Fermi level of the metal. Without field or image, the conduction-band edge of the insulator lies at $\varphi$. The metal is a flat perfect conductor, and the insulator responds to the electron with one local relative permittivity $\kappa$. Space charge and the second electrode are left out for now.

The image energy comes first. An electron at distance $x$ from the surface, together with a fictitious charge $+1$ at $-x$, produces the electrostatic potential
$$
\Phi(\mathbf r)=-\frac{1}{\kappa|\mathbf r-x\hat{\mathbf e}|}+\frac{1}{\kappa|\mathbf r+x\hat{\mathbf e}|},
$$
where $\hat{\mathbf e}$ is the unit vector normal to the surface. Every point of the surface is equally far from the two charges, so $\Phi=0$ there, as a conductor requires. In the insulator $\Phi$ also has the right source, the electron alone. A potential with given sources and given boundary values is unique, so this is the potential in the insulator. The electron is therefore pulled towards the metal as if by a charge $+1$ at distance $2x$, with a force of magnitude
$$
\frac{1}{\kappa(2x)^2}=\frac{1}{4\kappa x^2}.
$$

The energy is zero at infinite separation. Bringing the electron in to $x$ lowers it by the integral of the attractive force:
$$
V_{\rm im}(x)=-\int_x^\infty\frac{dx'}{4\kappa x'^2}=-\frac{1}{4\kappa x}.
$$
Two fixed opposite charges a distance $2x$ apart would have energy $-1/(2\kappa x)$. The factor of one half arises because the image is not fixed: it grows out of the surface charge and moves as the electron moves.

A uniform field is now applied with the sign that pulls electrons out of the metal. Let $F>0$ be the magnitude of the resulting force, which in these units equals the magnitude of the field. Its energy is $-Fx$. Electrostatics is linear, so the force from the charge that sustains the applied field adds to the force from the charge that the electron induces. The total is
$$
V(x)=\varphi-Fx-\frac{1}{4\kappa x},\qquad x>0. \tag{1}
$$
Here $F$ is the field inside the insulator, and not the field that the same surface charge would make in vacuum.

The first two derivatives are
$$
V'(x)=-F+\frac{1}{4\kappa x^2},\qquad
V''(x)=-\frac{1}{2\kappa x^3}.
$$
The second is negative for every $x>0$, so the potential is concave and has at most one stationary point, which must be a maximum. Setting $V'=0$ gives $x^2=1/(4\kappa F)$. The positive root is
$$
x_m=\frac{1}{2\sqrt{\kappa F}}. \tag{2}
$$
At this distance the outward pull of the field balances the inward pull of the image. A stronger field reaches that balance closer to the metal.

The two energies subtracted from $\varphi$ are equal at the maximum:
$$
Fx_m=\frac{F}{2\sqrt{\kappa F}}=\frac12\sqrt{\frac F\kappa},
\qquad
\frac{1}{4\kappa x_m}=\frac{2\sqrt{\kappa F}}{4\kappa}=\frac12\sqrt{\frac F\kappa}.
$$
The height of the barrier is therefore
$$
V_m=\varphi-\Delta,\qquad \Delta=\sqrt{\frac F\kappa}. \tag{3}
$$
The quantity $\Delta$ is the Schottky lowering. The picture of a barrier above the Fermi level requires $\Delta<\varphi$.

To expand about the maximum, measure the displacement in units of $x_m$ by writing $x=x_m(1+u)$. The metal surface is at $u=-1$ and the maximum at $u=0$. Since both energies equal $\Delta/2$ at the maximum, equation (1) becomes
$$
V=\varphi-\frac\Delta2\left[(1+u)+\frac1{1+u}\right].
$$
Subtracting $V_m=\varphi-\Delta$ removes $2$ from the bracket. Over a common denominator,
$$
(1+u)+\frac1{1+u}-2=\frac{(1+u)^2+1-2(1+u)}{1+u}=\frac{u^2}{1+u}.
$$
Hence, with no approximation within the model,
$$
V-V_m=-\frac\Delta2\,\frac{u^2}{1+u}. \tag{4}
$$

The geometric series for $1/(1+u)$ turns this into
$$
V-V_m=-\frac\Delta2\left(u^2-u^3+u^4-\cdots\right),\qquad |u|<1. \tag{5}
$$
There is no linear term, because the expansion point is a maximum. The cubic term makes the barrier steeper on the metal side and gentler on the outer side. Dividing the drop in equation (4) by its quadratic part gives the ratio $1/(1+u)$. At $u=-0.2$ the true drop is 1.25 times the parabolic one, and at $u=0.2$ it is 0.83 times. The parabola thus misses the drop by about a fifth once the displacement is a fifth of $x_m$, whatever the field.

The quadratic term in the original coordinate follows from $u=(x-x_m)/x_m$:
$$
V\simeq V_m-\frac{\Delta}{2x_m^2}(x-x_m)^2.
$$
An inverted oscillator of mass $m$ and frequency $\omega$ has the potential $V_m-\frac12m\omega^2(x-x_m)^2$. Comparing the coefficients gives
$$
m\omega^2x_m^2=\Delta. \tag{6}
$$
From equation (2), $1/x_m^2=4\kappa F$, so
$$
m\omega^2=4\kappa F\sqrt{\frac F\kappa}=4\kappa^{1/2}F^{3/2}.
$$
The second derivative gives the same value. Since $x_m^{-3}=8\kappa^{3/2}F^{3/2}$,
$$
V''(x_m)=-\frac{8\kappa^{3/2}F^{3/2}}{2\kappa}=-4\kappa^{1/2}F^{3/2}.
$$
Dividing $m\omega^2$ by $m$ and taking the positive square root,
$$
\boxed{\;\omega=\frac{2\kappa^{1/4}F^{3/4}}{\sqrt m}\;} \tag{7}
$$
At fixed $\kappa$ and $m$, the inverted-oscillator frequency is proportional to the three-quarter power of the field. The height $\varphi$ drops out, because adding a constant to a potential does not change its curvature.

The exponent can be traced to two changes. As the field rises, the lowering grows as $F^{1/2}$ while the squared distance to the maximum shrinks as $F^{-1}$. Their ratio, the curvature, grows as $F^{3/2}$, and the frequency is its square root.

The exponent belongs to the inverse-distance law. Suppose that the attraction were $-A/x^n$, with positive $A$ and $n$. The condition for the maximum would be $nA/x_m^{n+1}=F$, so that $x_m\propto F^{-1/(n+1)}$. The curvature would be
$$
V''(x_m)=-\frac{n(n+1)A}{x_m^{n+2}}=-\frac{(n+1)F}{x_m},
$$
and hence
$$
\omega\propto\sqrt{\frac{F}{x_m}}\propto F^{(n+2)/[2(n+1)]}.
$$
Setting $n=1$ gives $3/4$. A screening correction that changes this power near $x_m$ therefore changes the apparent exponent as well as the prefactor. One that only shifts the plane from which the image distance is measured changes neither, because the maximum shifts with the plane and keeps its curvature.

The dependence on permittivity needs a statement of what is held fixed. At fixed field in the insulator, $\omega\propto\kappa^{1/4}$: a larger permittivity weakens the image, moves the maximum inwards and sharpens it, although the lowering becomes smaller. If instead the surface charge of the gate were fixed, and the same permittivity governed both the field and the image, then $F\propto1/\kappa$ and $\omega\propto\kappa^{1/4}\kappa^{-3/4}=\kappa^{-1/2}$. The trend would be reversed. In a real oxide the two permittivities differ, because the ions take part in the static response but may be too slow to follow a passing electron.

The frequency has a direct classical meaning. The exact force in the model is
$$
-V'(x)=F-\frac{1}{4\kappa x_m^2(1+u)^2}=F\left[1-\frac1{(1+u)^2}\right]=F(2u-3u^2+\cdots).
$$
For small $u$, Newton's equation $m x_m\ddot u=2Fu$ becomes $\ddot u=\omega^2u$ with $\omega^2=2F/(mx_m)$. Inserting equation (2) again gives equation (7). A particle released at rest with displacement $u_0$ moves as $u=u_0\cosh\omega t$. It does not oscillate; its distance from the top soon grows by a factor $e$ in each time $1/\omega$.

For an example in engineering units, take a metal gate on a high-k oxide film with rough typical values: $\varphi=2$ eV, image permittivity $\kappa=4$, mass $m=0.2$ and field 2 MV/cm. The image permittivity is an optical value, since slow ionic motion is assumed not to follow the electron. The atomic unit of field is about 5142 MV/cm, so $F=3.89\times10^{-4}$ and $F^{3/4}=2.77\times10^{-3}$. Equation (7) gives
$$
\omega=\frac{2\times4^{1/4}}{\sqrt{0.2}}\times2.77\times10^{-3}
=6.32\times2.77\times10^{-3}=0.0175.
$$
With $\hbar$ restored, $\hbar\omega=0.0175$ hartree, or 0.477 eV.

Equation (2) places the maximum 0.671 nm from the metal. A field of 2 MV/cm exerts a force of 0.2 eV/nm, so the lowering is
$$
\Delta=2Fx_m=2\times0.2\times0.671=0.268\ \text{eV}.
$$
The barrier top is then at 1.73 eV. The magnitude of the curvature is $\Delta/x_m^2=0.2683/0.6708^2=0.596$ eV/nm$^2$. The frequency itself is 0.724 rad/fs, so the classical growth time $1/\omega$ is about 1.4 fs.

With $\kappa$ and $m$ unchanged, $\hbar\omega$ is 0.283 eV at 1 MV/cm, 0.477 eV at 2 MV/cm and 0.802 eV at 4 MV/cm. Each doubling multiplies it by $2^{3/4}=1.68$. Over the same range the maximum moves in from 0.949 to 0.474 nm, and the lowering doubles from 0.190 to 0.379 eV. For other inputs the law may be written as
$$
\hbar\omega=0.477\ \text{eV}\left(\frac{F}{2\ \text{MV/cm}}\right)^{3/4}
\left(\frac\kappa4\right)^{1/4}\left(\frac{0.2}{m}\right)^{1/2}.
$$

At low field the maximum recedes from the metal and flattens, and $\omega$ tends to zero. The model then fails in practice when the maximum lies beyond the film or beyond the region of uniform field. At high field the maximum comes within atomic distances of the metal, where neither a classical image nor a constant effective mass is assured. For a rough lattice spacing of 0.5 nm and $\kappa=4$, equation (2) puts the maximum one spacing from the metal at $2(0.671/0.5)^2\simeq3.6$ MV/cm. The power law remains a true property of equation (1) there, but equation (1) has become a doubtful picture of the interface.

## When the frequency describes emission

The potential is $V=\varphi-Fx-1/(4\kappa x)$, in Hartree units, for an electron of mass $m$ at distance $x$ from a metal. Its maximum is at $x_m=1/(2\sqrt{\kappa F})$ and lies $\Delta=\sqrt{F/\kappa}$ below the unrounded height $\varphi$. With $x=x_m(1+u)$, the exact drop from the top is $\Delta u^2/[2(1+u)]$. The curvature gives $\omega=2\kappa^{1/4}F^{3/4}/\sqrt m$ and the identity $m\omega^2x_m^2=\Delta$. In the example $\hbar\omega=0.477$ eV, $\Delta=0.268$ eV and $x_m=0.671$ nm.

The transmission of a pure inverted parabola shows what $\omega$ means for a wave. Let $E$ be the energy measured from the top, and let $\xi=\sqrt{m\omega}\,(x-x_m)$. Dividing the Schrödinger equation by $-\omega/2$ gives
$$
\frac{d^2\psi}{d\xi^2}+(\xi^2+2a)\psi=0,\qquad a=\frac E\omega. \tag{8}
$$
Write $\psi=e^{i\xi^2/2}f$. Differentiating twice and cancelling $\xi^2f$ leaves
$$
f''+2i\xi f'+(i+2a)f=0.
$$
A solution is
$$
f(\xi)=\int_0^\infty s^{-1/2-ia}e^{is^2/4+is\xi}\,ds, \tag{9}
$$
where convergence at large $s$ is secured by turning the path slightly into the upper half-plane.

To verify it, note that $f''$ brings down $-s^2$ and $2i\xi f'$ brings down $-2s\xi$. In the latter, replace $\xi e^{is\xi}$ by $-i\,d(e^{is\xi})/ds$ and integrate by parts. The boundary terms vanish, and the factor $-2s\xi$ becomes
$$
-2i\left(\frac12-ia\right)+s^2=-i-2a+s^2.
$$
Adding $-s^2$ and $i+2a$ gives zero, as required.

Far to the right, the phase in equation (9) has no stationary point on the path, and the region near $s=0$ dominates. There $e^{is^2/4}$ may be replaced by one. With $\nu=\frac12-ia$,
$$
f\simeq\int_0^\infty s^{\nu-1}e^{is\xi}ds=\Gamma(\nu)(-i\xi)^{-\nu}.
$$
The factor $e^{i\xi^2/2}$ then describes a wave moving right, since its phase increases with $\xi$. For positive $\xi$, the factor $(-i)^{-\nu}=e^{i\pi\nu/2}$ has magnitude $e^{\pi a/2}$.

Far to the left, the region near $s=0$ gives the same expression, but now $-i\xi=i|\xi|$ and the magnitude is $e^{-\pi a/2}$. The factor $e^{i\xi^2/2}$ here moves left, so this is the reflected wave. A stationary point at $s=2|\xi|$ adds the factor $e^{-i\xi^2}$. Its product with $e^{i\xi^2/2}$ is the incident wave, which moves right. The ratio of reflected to transmitted flux is therefore $(e^{-\pi a/2}/e^{\pi a/2})^2=e^{-2\pi a}$. Incident flux equals reflected plus transmitted flux, so
$$
T(E)=\frac1{1+e^{-2\pi E/\omega}}. \tag{10}
$$
At the top, half the flux passes. At a depth $\delta=-E$ well below the top, $T\simeq e^{-2\pi\delta/\omega}$.

The real barrier is not a parabola at finite depth. Its leading semiclassical exponent is
$$
S(\delta)=2\int\sqrt{2m[V(x)-V_m+\delta]}\,dx,
$$
taken between the turning points. The integral gives the decay of the amplitude, and the factor 2 turns it into the decay of the flux. Put $q=2\delta/\Delta$ and use the exact drop:
$$
S=2x_m\sqrt{m\Delta}\int\sqrt{q-\frac{u^2}{1+u}}\,du.
$$
The identity $m\omega^2x_m^2=\Delta$ gives $x_m\sqrt{m\Delta}=\Delta/\omega$.

Now let $y=u/\sqrt{1+u}$, so that the square root becomes $\sqrt{q-y^2}$. Solving $u^2-y^2u-y^2=0$ for the root that has the sign of $y$ gives
$$
u=\frac{y^2}{2}+y\sqrt{1+\frac{y^2}{4}},\qquad
\frac{du}{dy}=1+y+\frac{3y^2}{8}+\cdots.
$$
The limits are $\pm\sqrt q$, so the term odd in $y$ integrates to zero. The other two integrals are $\int\sqrt{q-y^2}\,dy=\pi q/2$ and $\int y^2\sqrt{q-y^2}\,dy=\pi q^2/8$. Hence
$$
S=\frac{2\Delta}{\omega}\frac{\pi q}{2}\left(1+\frac{3q}{32}+\cdots\right)
=\frac{2\pi\delta}{\omega}\left(1+\frac{3\delta}{16\Delta}+\cdots\right). \tag{11}
$$
At $\delta=0.2\Delta$, numerical integration gives 1.037 times the parabolic exponent, and the first correction gives 1.038. The asymmetry of the barrier largely cancels in this integral: compared with those of the parabola, both turning points are shifted away from the metal by similar distances, so the width between them changes little.

That agreement concerns the leading semiclassical exponent. Whether the semiclassical treatment is itself justified is a separate matter. Insert $x=x_m(1+u)$ into the Schrödinger equation and divide by $\Delta$. Since $mx_m^2=\Delta/\omega^2$, the kinetic coefficient is $1/(2mx_m^2\Delta)=\omega^2/(2\Delta^2)$, and
$$
-\frac{\varepsilon^2}{2}\frac{d^2\psi}{du^2}-\frac{u^2}{2(1+u)}\psi=\frac E\Delta\psi,
\qquad
\varepsilon=\frac\omega\Delta=\frac{2\kappa^{3/4}F^{1/4}}{\sqrt m}. \tag{12}
$$
Apart from the energy and the conditions at the metal, the single number $\varepsilon$ fixes the problem. The oscillator length $\ell=1/\sqrt{m\omega}$ obeys
$$
\frac{\ell^2}{x_m^2}=\frac1{m\omega x_m^2}=\frac\omega\Delta=\varepsilon.
$$
The parabola is a good wave model of the top itself when $\varepsilon\ll1$, because the wave then senses the top over a distance much shorter than $x_m$. For equation (10) to give the transmission from the metal, reflection closer to the metal must also be negligible.

A second estimate shows what happens on the metal side. Near the metal, for energies close to the top, the image term dominates and the local momentum is $p=\sqrt{m/(2\kappa x)}$. A travelling wave is well defined where its reduced wavelength changes slowly:
$$
\left|\frac{d}{dx}\frac1p\right|=\frac12\sqrt{\frac{2\kappa}{mx}}\ll1,
\qquad\text{or}\qquad x\gg\frac{\kappa}{2m}=\frac{\varepsilon^2}{4}x_m.
$$
When $\varepsilon$ is of order one, this leaves little or no room between metal and maximum for separate incident and reflected waves. The transmission then belongs to the whole interface. A small $\varepsilon$ does not by itself remove the difficulty, because the distance $\kappa/(2m)$ does not depend on the field. If the image potential continues well inside that distance before it meets the metal floor, part of the wave can be reflected there at any field.

In the example, $\varepsilon=0.477/0.268=1.78$. The oscillator length is 0.89 nm, longer than the 0.67 nm between the metal and the maximum. The travelling-wave condition asks for $x\gg0.53$ nm, which is hardly met at the maximum. The parabolic transmission formula is thus unsuitable here, although the curvature is correct. Lowering the field reduces $\varepsilon$ only slowly, as $F^{1/4}$ at fixed $\kappa$ and $m$. To reach $\varepsilon=0.2$ the field would have to fall to about 320 V/cm, where equation (2) puts the maximum 53 nm from the metal, far outside a film a few nanometres thick. Even then, reflection close to the metal would remain. At the original field but with $\kappa=m=1$, equation (12) gives $\varepsilon=0.28$, so the low mass and the insulator's permittivity account for most of the large $\varepsilon$.

Numerical solutions of equation (12) show the contrast. The singular image potential was cut off at a flat metal floor, placed either $10\Delta$ or $40\Delta$ below the top, with one mass throughout. A purely outgoing wave was imposed far outside and integrated back to the metal. For $\varepsilon=0.02$, the transmission at the top was 0.488 and 0.494 for the two floors, close to the parabolic value 0.5. At a depth $\omega/(2\pi)$, with the shallower floor, it was 0.262 against 0.269 from equation (10). Both floors here cut off the image potential far outside the distance $\kappa/(2m)$, so little is reflected near the metal. With the example's $\kappa$ and $m$, a metal floor several electronvolts deep would meet the image potential well inside that distance, and this agreement should not be expected. For the example's $\varepsilon$, the two floors gave 0.30 and 0.17 at the top. These last values are not device predictions; they show that the curvature alone no longer fixes the transmission.

Where $\varepsilon$ is small, reflection close to the metal is negligible and $k_BT\ll\Delta$, the frequency also gives the correction to thermal emission. Suppose that the energy of motion normal to a uniform surface is conserved separately and that the supply of electrons near the top is proportional to $e^{-\beta E}$, with $\beta=1/(k_BT)$. Counting every electron above the top and none below gives $\int_0^\infty e^{-\beta E}dE=1/\beta$. With equation (10), set $t=2\pi E/\omega$ and $b=1-\beta\omega/(2\pi)$:
$$
\int_{-\infty}^{\infty}\frac{e^{-\beta E}}{1+e^{-2\pi E/\omega}}dE
=\frac{\omega}{2\pi}\int_{-\infty}^{\infty}\frac{e^{bt}}{1+e^t}dt.
$$

Call the last integral $I$. It converges for $0<b<1$. Moving its path up by $2\pi i$ multiplies it by $e^{2\pi ib}$, and the pole enclosed at $t=i\pi$ has residue $-e^{i\pi b}$. Therefore $I(1-e^{2\pi ib})=-2\pi ie^{i\pi b}$, or $I=\pi/\sin\pi b=\pi/\sin(\beta\omega/2)$. The ratio of the wave result to the classical one is
$$
R=\frac{\beta\omega/2}{\sin(\beta\omega/2)}
=1+\frac{(\beta\omega)^2}{24}+\cdots,\qquad \beta\omega<2\pi. \tag{13}
$$
For the parabola at fixed temperature the leading correction grows as $F^{3/2}$. On the barrier of equation (4), second-order perturbation theory in the cubic and quartic terms of equation (5) adds a term of the same order in $\hbar$, so that $R\simeq1+(\beta\omega)^2/24-3\beta\omega^2/(32\Delta)$. The added term is negligible only when $k_BT\ll\Delta$. It removes nearly half of the correction at $k_BT=\Delta/5$ and reverses its sign above $k_BT=4\Delta/9$. For $k_BT\gg\Delta$ the correction is negative and its size grows as $F$. The limit $k_BT=\omega/(2\pi)$ marks where the Boltzmann factor rises with depth as fast as the parabolic transmission falls. Below that temperature the integral for the parabola diverges. On the barrier of equation (4), the semiclassical exponent grows faster than linearly with depth, so the dominant energy moves down from the top gradually as the temperature falls.

For the example this crossover would be 880 K, but the number inherits the unsuitable parabola and serves only as a warning. At 400 K, $k_BT=0.0345$ eV and $\beta\hbar\omega=13.8$, well outside the range of equation (13). A cruder comparison points the same way. The thermal exponent for reaching the top is $1.73/0.0345=50$. The leading semiclassical exponent for tunnelling from the Fermi level is 27, found by numerical integration of $2\sqrt{2m(V-E)}/\hbar$ from the inner turning point to the far side of a 5 nm film. Prefactors are omitted and the image region is not safely semiclassical, so these exponents do not give currents. Their difference nevertheless favours tunnelling strongly in this model.

The far electrode changes the curvature little. In a film of thickness $d$, repeated reflection puts charges $+1$ at $2nd-x$ for all integers $n$, and charges $-1$ at $2nd+x$ for $n\ne0$. Half their interaction with the electron gives
$$
V_{\rm im}=-\frac1\kappa\left\{\frac1{4x}+\frac12\sum_{n=1}^{\infty}
\left[\frac{nd}{n^2d^2-x^2}-\frac1{nd}\right]\right\}.
$$
For $d=5$ nm and the same field, locating the new maximum numerically raises $\omega$ by 1.2 percent and lowers the top by 0.8 meV. One image is therefore adequate for the curvature here.

The material inputs matter more. The chosen barrier, mass, permittivity and thickness are rough values for a high-k gate film, and the field is 0.4 of a rough breakdown field of 5 MV/cm. With the other inputs held fixed, masses of 0.1 and 0.3 give $\hbar\omega=0.67$ and 0.39 eV. Replacing the optical permittivity by a rough static value of 20 gives 0.71 eV. An electron at the thermal speed $\sqrt{k_BT/m}$ would cover $x_m$ in about 4 fs, against 83 fs for the period of a rough 50 meV phonon, which supports the optical value. Real films also depart from a flat, uniform continuum: the maximum is only 1.3 rough lattice spacings from the metal, and defects can offer other paths for current. The present model does not size those two effects. For these inputs, equation (7) should be used to describe the barrier's shape, while emission should be calculated from the full barrier with an explicit model of the metal interface.
